# Energy density of a linear dielectric as a reference for antiferroelectric capacitors

## Problem

A capacitor layer of thickness $d=10$ µm lies between plane electrodes of area $A=1$ cm². Treat the layer as a homogeneous, isotropic, lossless linear dielectric with relative permittivity $\varepsilon_r=500$. It is charged slowly, at constant temperature, from zero field to $E=30$ MV/m.

**(a)** Derive the energy stored per unit volume and calculate it. How much of it belongs to the polarization? Find the voltage, capacitance and total energy of the capacitor.

**(b)** The capacitor is instead charged through a resistor from a source held at the final voltage. What fraction of the source's work is stored?

**(c)** An idealized antiferroelectric has a linear background of relative permittivity $\varepsilon_a=200$. Its polarization jumps up by $P_s=30$ µC/cm² at $E_F=20$ MV/m when the field rises, and drops back by the same amount at $E_B=15$ MV/m when the field falls. What energy density does it return after charging to the same 30 MV/m, and what does it lose? How large must $E_B$ be for it to return more than the linear dielectric?

**(d)** Suppose that the permittivity of 500 holds only at low field, and that the polarization obeys $E=aP+bP^3$ with $b=7\times10^9$ V m⁵/C³. What is stored at 30 MV/m?

**(e)** Estimate the effects of dielectric loss, leakage, breakdown and temperature, using these rough values:

- loss tangent $\tan\delta=0.01$ and resistivity $\rho=10^{10}$ Ω m;
- heat capacity per volume $c=3$ MJ/(m³ K);
- breakdown scale field $E_b=60$ MV/m with Weibull shape $m=10$;
- $\varepsilon_r=C/(T-T_0)$ with $C=10^5$ K, $T_0=100$ K and operating temperature $T=300$ K.

## Solution

### (a) The linear reference

The layer is much thinner than the electrodes are wide, so fringing fields are neglected. The field is then uniform, and the voltage is $V=Ed$. Gauss's law at an electrode gives the free charge $Q=DA$, where $D$ is the electric displacement. Moving a further charge $dQ$ through the voltage $V$ takes the work

$$
dW=V\,dQ=(Ed)(A\,dD)=Ad\,E\,dD .
$$

Division by the volume $Ad$ gives the work per volume,

$$
du=E\,dD .
$$

This step does not yet assume a linear material. For the linear dielectric, $D=\varepsilon_0\varepsilon_rE$ with constant $\varepsilon_r$, so $dD=\varepsilon_0\varepsilon_r\,dE$ and

$$
u=\int_0^E \varepsilon_0\varepsilon_rE'\,dE'
=\tfrac12\varepsilon_0\varepsilon_rE^2=\tfrac12ED .
$$

The factor $\tfrac12$ arises because the first charge is moved at almost no voltage and only the last at the full voltage. With the given values,

$$
u=\tfrac12(8.854\times10^{-12})(500)(3.0\times10^7)^2\ \mathrm{J/m^3}
=1.99\ \mathrm{MJ/m^3}.
$$

The units agree: (F/m)(V/m)² is F V²/m³, and F V² is a joule. To two digits the reference value is **2.0 MJ/m³, or 2.0 J/cm³**.

To find the share of the polarization $P$, write $D=\varepsilon_0E+P$, so that $P=\varepsilon_0(\varepsilon_r-1)E$. Then

$$
u=\tfrac12\varepsilon_0E^2+\tfrac12PE .
$$

The first term, the energy that the same field would have in vacuum, is 0.004 MJ/m³. The second is 1.988 MJ/m³. It is the work of displacing bound charge against the restoring forces of the material, and it makes up the fraction $(\varepsilon_r-1)/\varepsilon_r=499/500$ of the total.

The voltage is $V=Ed=300$ V. The capacitance is $\varepsilon_0\varepsilon_rA/d=44.3$ nF, and the volume of $10^{-9}$ m³ holds 1.99 mJ.

What is held fixed matters when materials are compared. At fixed field, $u$ is proportional to $\varepsilon_r$. At fixed charge density, $u=D^2/(2\varepsilon_0\varepsilon_r)$, and a larger permittivity means less energy. Field is the natural choice here, because breakdown limits the field. The comparison assumes that both materials withstand the same field. Breakdown fields often fall as permittivity rises, which can reduce or cancel the advantage of a larger $\varepsilon_r$.

### (b) Charging from a constant voltage

The source moves the whole charge $Q=CV$ at voltage $V$, where $C$ here denotes the capacitance. Its work is $CV^2$, while the capacitor stores $\tfrac12CV^2$. The rest is heat in the resistor $R$. The current is $I=(V/R)e^{-t/RC}$, and therefore

$$
\int_0^\infty I^2R\,dt=\frac{V^2}{R}\int_0^\infty e^{-2t/RC}dt
=\frac{V^2}{R}\,\frac{RC}{2}=\tfrac12CV^2 .
$$

For the linear dielectric, half of the source's work is stored, whatever the resistance. In general the stored fraction is $u/(ED)$ at the final field, which is 0.44 for the saturating dielectric of part (d). A source whose voltage rises slowly compared with $RC$ makes this loss small: for a linear ramp of duration $t_r\gg RC$ the current is $CV/t_r$, and the heat is about $2RC/t_r$ times the stored energy. The stored energy is the same in both cases.

### (c) Comparison with an antiferroelectric

In an antiferroelectric at zero field, neighbouring dipoles cancel. A sufficient field switches them into a polar state. In the reversible case considered here, they return to the cancelling state while the field is still positive; some antiferroelectrics instead stay polar after the field is removed. The model represents this by a displacement

$$
D=\varepsilon_0\varepsilon_aE+P_{\rm sw},
$$

where $P_{\rm sw}$ is either 0 or $P_s$. The energy returned on discharge is $-\int E\,dD$ along the falling branch. The background contributes $\tfrac12\varepsilon_0\varepsilon_aE^2$, as in part (a). The switched part changes by $-P_s$ while the field equals $E_B$, and it contributes $E_BP_s$. Hence

$$
u_{\rm rec}=\tfrac12\varepsilon_0\varepsilon_aE^2+E_BP_s .
$$

On charging, the same jump costs $E_FP_s$. The background work cancels around the loop, so the loss per charge and discharge is

$$
u_{\rm loss}=(E_F-E_B)P_s .
$$

Since 1 µC/cm² is 0.01 C/m², the numbers are

$$
u_{\rm rec}=0.80+(15)(0.30)=5.30\ \mathrm{MJ/m^3},\qquad
u_{\rm loss}=(20-15)(0.30)=1.50\ \mathrm{MJ/m^3}.
$$

The efficiency is $5.30/(5.30+1.50)=78\%$. The returned energy is 2.66 times the linear reference. At this field, a linear dielectric would need a relative permittivity of about $2.66\times500=1330$ to match it.

If the material consists of many small regions with different thresholds, each region contributes its own threshold times its share of $P_s$. The formulas then hold with $E_F$ and $E_B$ replaced by their mean values weighted by these shares, provided that all regions switch below the maximum field and all switch back before the field reaches zero. A simulated loop of 401 regions, with thresholds spread by ±2 MV/m about the means, returned 5.298 MJ/m³; the formula gives 5.297 MJ/m³.

The antiferroelectric returns more than the linear dielectric if

$$
\tfrac12\varepsilon_0\varepsilon_aE^2+E_BP_s>\tfrac12\varepsilon_0\varepsilon_rE^2 .
$$

Subtracting the background term and dividing by $P_s$ gives

$$
E_B>\frac{\varepsilon_0(\varepsilon_r-\varepsilon_a)E^2}{2P_s}
=\frac{1.992-0.797}{0.30}\ \mathrm{MV/m}=3.98\ \mathrm{MV/m}.
$$

In the limit $E_B\to0$ the switched charge comes back at no voltage. Only the background energy of 0.80 MJ/m³ is recovered, less than the linear reference, however large $P_s$ may be.

The origin of the advantage can be read from the ratio of returned energy to $ED_{\max}$, where $D_{\max}$ is the displacement at full field. This ratio is $\tfrac12$ for the linear dielectric. For the switched charge it is $E_B/E=15/30$, also $\tfrac12$. In this example the gain therefore comes entirely from the larger charge: $D_{\max}$ is $5.31+30=35.3$ µC/cm², against 13.28 µC/cm² in the linear dielectric, which is again a factor of 2.66. With $E_B>E/2$ the shape of the discharge curve would add to the gain.

### (d) Saturation of the polarization

At low field the cubic term is negligible and $P=E/a$. Agreement with the low-field permittivity requires

$$
a=\frac{1}{\varepsilon_0(\varepsilon_r-1)} .
$$

For positive $a$ and $b$, the right-hand side of $E=aP+bP^3$ rises steadily with $P$, so each field has one polarization. At 30 MV/m the numerical solution is $P=10.08$ µC/cm², compared with the linear value $P_{\rm lin}=13.25$ µC/cm². Substitution confirms it. Because $aP_{\rm lin}=30$ MV/m,

$$
aP=30\times\frac{10.08}{13.25}=22.8\ \mathrm{MV/m},\qquad
bP^3=(7\times10^9)(0.1008)^3\ \mathrm{V/m}=7.2\ \mathrm{MV/m},
$$

and the sum is 30.0 MV/m. The relation $du=E\,dD$ still holds. With $dD=\varepsilon_0dE+dP$,

$$
u=\int_0^E\varepsilon_0E'\,dE'+\int_0^P(aP'+bP'^3)\,dP'
=\tfrac12\varepsilon_0E^2+\tfrac12aP^2+\tfrac14bP^4 .
$$

Using the two field contributions just found, with one more digit kept,

$$
u=0.004+\tfrac12(22.82)(0.10084)+\tfrac14(7.18)(0.10084)
=1.34\ \mathrm{MJ/m^3}.
$$

This is 33% below the linear reference. The cubic term stiffens the material. At fixed polarization it would add energy, but at fixed field it reduces the polarization, and the net stored energy falls.

Two limits show how the result departs from the linear law. At weak field, replacing $P^3$ in the small term by $(E/a)^3$ gives $P\simeq E/a-bE^3/a^4$. To first order in $b$,

$$
\tfrac12aP^2\simeq\frac{E^2}{2a}-\frac{bE^4}{a^4},\qquad
\tfrac14bP^4\simeq\frac{bE^4}{4a^4}.
$$

Their sum is $E^2/(2a)-3bE^4/(4a^4)$. The fractional reduction of the polarization energy is therefore

$$
\frac{3bE^2}{2a^3}=\frac32\,\frac{bP_{\rm lin}^3}{E}.
$$

At 30 MV/m this expression gives 0.815, far from the full result of 0.33. The first-order correction cannot be used here; it requires $bP_{\rm lin}^3\ll E$.

In the opposite limit, where $bP^3$ dominates and the vacuum term is still small, $P\simeq(E/b)^{1/3}$ and $u\simeq\tfrac14bP^4=\tfrac14EP$. The energy then grows as $E^{4/3}$ instead of $E^2$. With the values used here, the cubic term still supplies less than half of the field at 60 MV/m, the breakdown scale in part (e). This limit therefore shows the trend, not a usable operating range.

### (e) Other effects left out of the linear model

**Dielectric loss.** Under a field $E\cos\omega t$, a lossy dielectric has

$$
D=\varepsilon_0\varepsilon_rE(\cos\omega t+\tan\delta\,\sin\omega t),
$$

where $\varepsilon_r$ is now the real part of the relative permittivity. In $\oint E\,dD$ the in-phase part integrates to zero. With $\theta=\omega t$, the other part gives

$$
\varepsilon_0\varepsilon_rE^2\tan\delta\int_0^{2\pi}\cos^2\theta\,d\theta
=\pi\varepsilon_0\varepsilon_rE^2\tan\delta=2\pi u\tan\delta .
$$

This is 0.125 MJ/m³ per full cycle between $+30$ and $-30$ MV/m, or 6.3% of the peak stored energy. If no heat escapes, each cycle warms the layer by $0.125/3=0.042$ K, so the warming builds up over many rapid cycles unless the heat is removed. In a sinusoidal cycle between zero and $+30$ MV/m, the alternating part of the field has half the amplitude. With the same $\tan\delta$, the loss is then a quarter as large, or 1.6% of the peak stored energy.

**Leakage.** After disconnection, the conduction current density $E/\rho$ drains the charge:

$$
\frac{dD}{dt}=-\frac{E}{\rho}=-\frac{D}{\rho\varepsilon_0\varepsilon_r}.
$$

Thus $D$ decays exponentially with time constant $\rho\varepsilon_0\varepsilon_r$. The energy is proportional to $D^2$ and halves after $\tfrac12\rho\varepsilon_0\varepsilon_r\ln2=15$ s, independently of the geometry. With the cubic term of part (d) the energy halves in about 11 s. Both values assume a resistivity independent of field; in real layers the leakage current at tens of MV/m usually rises faster than the field, so a low-field $\rho$ overestimates the storage time. With the $\rho$ used here, leakage is negligible for a discharge within milliseconds, but not for storage over minutes.

**Breakdown.** In the Weibull model, the probability that a specimen fails at or below the field $E$ is

$$
p=1-\exp[-(E/E_b)^m]=1-\exp[-(1/2)^{10}]\approx0.1\% .
$$

Here $E_b$ is the field by which a fraction $1-1/e$, about 63%, of specimens of the same size have failed. The strong power makes $p$ sensitive to $E_b$, so the estimate does not transfer to layers of another size or quality.

**Temperature.** At 350 K the permittivity is $10^5/250=400$. At the same field the linear model then stores 1.59 MJ/m³, which is 20% less. With the cubic term of part (d), and $b$ unchanged by temperature, the stored energy falls only from 1.34 to 1.23 MJ/m³, or by 8%, because only the linear term stiffens on heating.

Charging warms the layer if it is faster than the escape of heat. A layer with both faces cooled loses its heat in a time of about $cd^2/(\pi^2\kappa)$, where $\kappa$ is the thermal conductivity. With the rough value $\kappa=3$ W/(m K) this is 10 µs for the single layer considered here; a thick stack of layers keeps its heat longer. The thermodynamic potential at fixed temperature and field contains the term $-\tfrac12\varepsilon_0\varepsilon_r(T)E^2$. Minus its temperature derivative is the field part of the entropy,

$$
\Delta s=\tfrac12\varepsilon_0E^2\frac{d\varepsilon_r}{dT}
=-\frac{u}{T-T_0},
$$

because $d\varepsilon_r/dT=-\varepsilon_r/(T-T_0)$. Isothermal charging therefore releases the heat $Tu/(T-T_0)=1.5u$, more than the work supplied, and the internal energy falls by $0.5u$. The "stored energy" $u$ is thus recoverable isothermal work, a free energy. During discharge at constant temperature, the surroundings supply the heat again.

If the heat cannot leave, it warms the layer by approximately

$$
\Delta T\simeq\frac{uT}{c(T-T_0)}=\frac{1.992\times300}{3\times200}\ \mathrm K
=1.0\ \mathrm K .
$$

The warming grows as the square of the field, so to first order $D=\varepsilon_0\varepsilon_r(E-kE^3)$, with $kE^2=\Delta T/(T-T_0)$ at the final field. Integration of $E\,dD$ gives $\tfrac12\varepsilon_0\varepsilon_rE^2(1-\tfrac32kE^2)$. The work is lower by about $1.5\times1.0/200=0.75\%$ (0.74% when the adiabatic path is solved in full), a small correction compared with saturation. Both values use the linear polarization. If $b$ does not depend on temperature, the field part of the entropy is proportional to $P^2$, and the saturated polarization of part (d) reduces the warming to about $(10.08/13.25)^2\times1.0\approx0.6$ K.

### The model and real capacitors

The linear parameters lie in the regime of paraelectric perovskite titanate ceramics, and the antiferroelectric ones in that of lead-zirconate-based ceramics. They are rough, round values, not data for one compound. A field of 30 MV/m is high for a thick bulk ceramic and more readily reached in thin layers. At the stated operating temperature, and for a layer that does not break down and is discharged soon after charging, saturation changes the stored energy more than the other effects estimated here: with the chosen $b$, 2.0 becomes 1.3 MJ/m³. Real antiferroelectrics can also have a saturating background, some remanent polarization and incomplete switching, so 5.3 MJ/m³ is equally an idealized value. If $P_s$ and $E_B$ are kept and the background is dropped altogether, 4.5 MJ/m³ remains, still 2.3 times the linear reference. A measured comparison should use the discharge curves of both materials at the same temperature, taken both at the same maximum field and at the highest field that each material withstands reliably. The numerical output lists the values used here.

## Computed results

```
Vacuum permittivity: 8.854188e-12 F/m
Relative permittivity: 500
Maximum field: 30 MV/m
Linear stored energy density: 1.992 MJ/m^3
Same energy density: 1.992 J/cm^3
Vacuum part: 0.003984 MJ/m^3
Polarization part: 1.988 MJ/m^3
Linear polarization: 13.25 uC/cm^2
Linear displacement: 13.28 uC/cm^2
Layer thickness: 10 um
Electrode area: 1 cm^2
Voltage: 300 V
Capacitance: 44.27 nF
Energy in capacitor: 1.992 mJ
Heat / source work in charging: 0.5
AFE background permittivity: 200
AFE switched polarization: 30 uC/cm^2
AFE forward field: 20 MV/m
AFE backward field: 15 MV/m
AFE background energy: 0.7969 MJ/m^3
AFE switching energy returned: 4.5 MJ/m^3
AFE total recovered energy: 5.297 MJ/m^3
AFE simulated recovered energy: 5.298 MJ/m^3
AFE loop loss: 1.5 MJ/m^3
AFE efficiency: 77.93 %
AFE / linear recovered energy: 2.659
AFE break-even backward field: 3.984 MV/m
Cubic coefficient b: 7e+09 V m^5/C^3
Saturating polarization: 10.08 uC/cm^2
Saturating stored energy: 1.336 MJ/m^3
Energy drop from saturation: 32.96 %
Loss tangent: 0.01
Loss per full cycle: 0.1252 MJ/m^3
Loss / peak stored energy: 6.283 %
Heat capacity per volume: 3 MJ/(m^3 K)
Loss heating per cycle: 0.04172 K
Resistivity: 1e+10 ohm m
Leakage half-time of energy: 15.34 s
Breakdown scale field: 60 MV/m
Weibull shape: 10
Breakdown probability: 0.09761 %
Operating temperature: 300 K
Curie constant: 1e+05 K
Curie-Weiss temperature: 100 K
Temperature increase considered: 50 K
Permittivity when hotter: 400
Linear energy when hotter: 1.594 MJ/m^3
Adiabatic warming, estimate: 0.9961 K
Adiabatic warming, solved: 0.988 K
Adiabatic energy drop: 0.736 %
```
